# Edge hoop tension in a free disc with a parabolic temperature drop

## Definitions and conventions

A flat circular disc has radius $R$ and uniform thickness $h\ll R$. It is homogeneous, isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and linear expansion coefficient $\alpha$, all taken as independent of temperature. Its faces and rim carry no traction. Gravity, supports, initial bow and plastic flow are left out.

The temperature $T(r)$ depends on the radius and is uniform through the thickness. It is measured from a uniform temperature at which the disc is free of stress. Tension is positive, a prime on a function of $r$ means $d/dr$, and $\rho=r/R$. The case of interest is

$$T(r)=T_c-\Delta T\,\rho^2,\qquad \Delta T>0,$$

with a rim cooler than the centre by $\Delta T$.

Such a profile arises if a disc absorbs a uniform net power $q$ per unit area and loses it only through its rim. In steady state, the heat absorbed inside radius $r$ crosses the cylinder at $r$. With thermal conductivity $k$,

$$-kh\,(2\pi r)\,T'=\pi r^2q\quad\Rightarrow\quad T'=-\frac{qr}{2kh},\qquad \Delta T=\frac{qR^2}{4kh}.$$

This is a model profile, not a description of a wafer in rapid thermal annealing. There the faces radiate by an amount that depends on the local temperature, so the net power is not uniform, and conduction across a large wafer can be too slow to reach a steady state. The stress is therefore first found for any $T(r)$.

## A simple case: a narrow cool rim

Let the whole disc be at temperature $T_0$, except for a strip along the rim at $T_0-\delta$, narrow compared with $R$ but wide compared with $h$. The strip has too little material to deform the rest, which expands freely with strain $\alpha T_0$. Being attached to it, the strip must take the same hoop strain, $\varepsilon_\theta=\alpha T_0$.

At the free rim the radial stress vanishes. The stress normal to the faces is negligible because the strip is much wider than it is thick; a narrower strip would be held by the disc in that direction too. The strip is therefore a fibre under uniaxial stress, whose elastic strain is its total strain minus its thermal strain:

$$\sigma_\theta=E\left[\alpha T_0-\alpha(T_0-\delta)\right]=\alpha E\delta .$$

The cool strip would like to be shorter than the circle it is attached to, so it is in tension. The limit $\delta=0$ gives no stress, as it must for a uniformly heated free body. With a smooth profile the cool region is no longer negligible: it pulls the disc inward, and the rim strain has to be calculated.

## Generalization to any radial profile

Let $u(r)$ be the radial displacement. A circle of radius $r$ becomes one of radius $r+u$, so the strains are

$$\varepsilon_r=u',\qquad \varepsilon_\theta=\frac{u}{r}.$$

Plane stress means that the stress components acting on planes parallel to the faces are neglected. Hooke's law then reads

$$u'-\alpha T=\frac{\sigma_r-\nu\sigma_\theta}{E},\qquad \frac{u}{r}-\alpha T=\frac{\sigma_\theta-\nu\sigma_r}{E}.$$

Adding $\nu$ times the second relation to the first eliminates $\sigma_\theta$; the opposite combination eliminates $\sigma_r$:

$$\sigma_r=\frac{E}{1-\nu^2}\left[u'+\nu\frac ur-(1+\nu)\alpha T\right],$$

$$\sigma_\theta=\frac{E}{1-\nu^2}\left[\frac ur+\nu u'-(1+\nu)\alpha T\right].$$

Radial force balance on a small sector element requires $(r\sigma_r)'=\sigma_\theta$, or $\sigma_r'+(\sigma_r-\sigma_\theta)/r=0$. Apart from the common factor $E/(1-\nu^2)$, the two terms are

$$\sigma_r'\to u''+\nu\left(\frac{u'}r-\frac u{r^2}\right)-(1+\nu)\alpha T',$$

$$\frac{\sigma_r-\sigma_\theta}{r}\to(1-\nu)\left(\frac{u'}r-\frac u{r^2}\right).$$

In the sum, the terms in $\nu$ multiplying the bracket cancel:

$$u''+\frac{u'}r-\frac u{r^2}=\left[\frac{(ru)'}r\right]'=(1+\nu)\alpha T'.$$

One integration gives $(ru)'/r=(1+\nu)\alpha T+2A$. Multiply by $r$, integrate again and define

$$I(r)=\int_0^rT(s)\,s\,ds.$$

The result is $ru=(1+\nu)\alpha I+Ar^2+B$. A nonzero $B$ would make $u$ diverge at the centre, so $B=0$. Since $I'=rT$,

$$\frac ur=(1+\nu)\alpha\frac I{r^2}+A,\qquad u'=(1+\nu)\alpha\left(T-\frac I{r^2}\right)+A.$$

Insert these into $\sigma_r$. The terms in $T$ cancel, a factor $1+\nu$ comes out, and

$$\sigma_r=\frac E{1-\nu}\left[-(1-\nu)\alpha\frac I{r^2}+A\right]=-\alpha E\frac I{r^2}+\frac{EA}{1-\nu}.$$

The free rim, $\sigma_r(R)=0$, fixes $A=(1-\nu)\alpha I(R)/R^2$. In the hoop stress, the bracket contains $I/r^2+\nu(T-I/r^2)-T=(1-\nu)(I/r^2-T)$. Hence

$$\sigma_r=\alpha E\left[\frac{I(R)}{R^2}-\frac{I(r)}{r^2}\right],$$

$$\sigma_\theta=\alpha E\left[\frac{I(R)}{R^2}+\frac{I(r)}{r^2}-T(r)\right].$$

The Poisson ratio has dropped out of both stresses, though not out of the displacement inside the disc.

### The rim rule

The area mean of the temperature is

$$\langle T\rangle=\frac1{\pi R^2}\int_0^RT\,2\pi r\,dr=\frac{2I(R)}{R^2}.$$

At $r=R$ the hoop stress becomes

$$\sigma_\theta(R)=\alpha E\left[\langle T\rangle-T(R)\right].$$

The displacement explains this form. At the rim,

$$\frac{u(R)}R=\left[(1+\nu)+(1-\nu)\right]\alpha\frac{I(R)}{R^2}=\alpha\langle T\rangle .$$

The disc as a whole expands according to its mean temperature. A rim fibre is held at that strain, while its own thermal strain is $\alpha T(R)$. This is the narrow-strip argument with $T_0$ replaced by $\langle T\rangle$.

### Limits of the general result

For uniform $T=T_0$, $I(r)=T_0r^2/2$, and both stresses vanish.

For a continuous profile, $I(r)/r^2\to T(0)/2$ at the centre, so that

$$\sigma_r(0)=\sigma_\theta(0)=\frac{\alpha E}2\left[\langle T\rangle-T(0)\right].$$

The two components agree, as they must where no direction in the plane is singled out. A centre hotter than the mean is in compression.

Integrating the force balance gives $\int_0^R\sigma_\theta\,dr=[r\sigma_r]_0^R=0$. If the disc is cut along a diameter, no net force acts across the cut. Tension near the rim must be paid for by compression further in.

The stress integrals and the rim rule were tested on a non-parabolic profile by minimizing the elastic energy over displacements. That calculation uses neither the stress formulas nor an imposed rim condition.

## The parabolic profile

For $T=T_c-\Delta T\,r^2/R^2$,

$$I(r)=\frac{T_cr^2}2-\frac{\Delta T\,r^4}{4R^2},\qquad \frac{I(r)}{r^2}=\frac{T_c}2-\frac{\Delta T}4\rho^2,\qquad \frac{I(R)}{R^2}=\frac{T_c}2-\frac{\Delta T}4.$$

In the radial stress $T_c$ cancels by subtraction. In the hoop stress the two halves of $T_c$ cancel the $T_c$ in $-T(r)$, and the coefficient of $\rho^2$ is $-\tfrac14+1=\tfrac34$. Therefore

$$\sigma_r=-\frac{\alpha E\Delta T}4(1-\rho^2),\qquad \sigma_\theta=\frac{\alpha E\Delta T}4(3\rho^2-1),$$

and at the rim

$$\boxed{\sigma_\theta(R)=\frac{\alpha E\Delta T}2.}$$

The factor one half is a property of the parabola: its area mean is $T_c-\Delta T/2$, halfway between the centre and rim temperatures.

The radial stress is compressive everywhere inside the rim. The hoop stress changes sign at $\rho=1/\sqrt3$. At the centre both equal $-\alpha E\Delta T/4$. Since $|\sigma_r|\le\alpha E\Delta T/4$ and $\sigma_\theta$ rises steadily from $-\alpha E\Delta T/4$ to $+\alpha E\Delta T/2$, the principal stress of largest magnitude is the hoop tension at the rim. The force balance also holds, because $\int_0^1(3\rho^2-1)\,d\rho=0$.

These profiles were tested by energy minimization for $\nu=0$, $0.25$ and $0.45$. Adding a constant to the temperature left the stresses unchanged.

### From the parabola back to the narrow rim

The family $T=T_c-\Delta T\rho^m$ with $m>0$ joins the two cases. Its area mean is

$$\langle T\rangle=T_c-2\Delta T\int_0^1\rho^{m+1}d\rho=T_c-\frac{2\Delta T}{m+2},$$

so the rim rule gives

$$\sigma_\theta(R)=\alpha E\Delta T\left(1-\frac2{m+2}\right)=\alpha E\Delta T\,\frac m{m+2}.$$

For $m=2$ this is the boxed result. Within plane stress, as $m\to\infty$ the drop is confined to an ever narrower rim, and the stress tends to $\alpha E\Delta T$, the value for the strip. The width of the cool rim is of order $R/m$, so for a disc of finite thickness the formula applies only while $R/m\gg h$. The centre-to-rim drop alone therefore does not determine the edge stress; the shape of the profile matters as well.

### Reading a numerical case

Take round model parameters: $E=150$ GPa, $\alpha=4\times10^{-6}\ \mathrm{K^{-1}}$, $\nu=0.25$, $R=150$ mm, $h=0.75$ mm and $\Delta T=10$ K. The stress scale is

$$\alpha E\Delta T=(4\times10^{-6})(150\times10^3\ \mathrm{MPa})(10)=6.00\ \mathrm{MPa}.$$

The area mean lies 5.00 K above the rim temperature, and the rim tension is half the scale, 3.00 MPa. The centre carries a quarter of the scale in compression, $-1.50$ MPa in every in-plane direction.

At $\rho=0.5$, the radial stress is $-1.5\times0.75=-1.125$ MPa and the hoop stress $1.5\times(0.75-1)=-0.375$ MPa. At $\rho=0.75$ the hoop stress is already tensile, 1.031 MPa, while the radial stress is still $-0.656$ MPa. The change of sign lies at $150/\sqrt3=86.6$ mm.

## Testing plane stress against finite thickness

In three dimensions the plane-stress field is not quite compatible: a hotter region also thickens more, which tilts the faces and would shear the material. The leading correction can be found explicitly. Let $z$ be the height above the midplane, and add the same stress to both in-plane components,

$$\Delta\sigma_r=\Delta\sigma_\theta=c\left(z^2-\frac{h^2}{12}\right),$$

while keeping $\sigma_z=\sigma_{rz}=0$. The addition does not depend on $r$ and has equal in-plane components, so equilibrium is preserved. Its thickness average is zero, because the average of $z^2$ is $h^2/12$.

By Hooke's law it adds the radial displacement $\Delta u=r(1-\nu)c(z^2-h^2/12)/E$. For the vertical displacement $u_z$, use $\varepsilon_z=\alpha T-\nu(\sigma_r+\sigma_\theta)/E$. The plane-stress sum is $\sigma_r+\sigma_\theta=\alpha E\Delta T(\rho^2-\tfrac12)$, so the $r$-dependent part of $\varepsilon_z$ is $-(1+\nu)\alpha\Delta T\rho^2$. Integration from the midplane gives

$$u_z=-(1+\nu)\alpha\Delta T\frac{r^2}{R^2}z+\text{terms independent of }r.$$

Zero shear stress requires zero shear strain:

$$\frac{\partial\Delta u}{\partial z}+\frac{\partial u_z}{\partial r}=\frac{2(1-\nu)c}{E}rz-\frac{2(1+\nu)\alpha\Delta T}{R^2}rz=0,$$

$$c=\frac{1+\nu}{1-\nu}\,\frac{\alpha E\Delta T}{R^2}.$$

The corrected field satisfies the three-dimensional equations and the conditions on the faces. On the rim it leaves a radial traction $c(z^2-h^2/12)$, which has zero resultant and, being even in $z$, zero moment. By Saint-Venant's principle, removing it disturbs the field appreciably only within a distance of order $h$ from the rim. All corrections are thus of order $ch^2$, or $(h/R)^2$ relative to the main stress.

Where the rim meets a face, $\sigma_r=\sigma_z=0$, so $\sigma_\theta=E(u/R-\alpha T)$. The rim layer has strains of order $ch^2/E$ over a width $h$; it changes $u/R$ by order $ch^3/(ER)$, which is one order smaller. To leading order the hoop correction is therefore $E\Delta u/R$ at $z=h/2$:

$$(1-\nu)c\left(\frac{h^2}4-\frac{h^2}{12}\right)=\frac{1+\nu}6\,\alpha E\Delta T\frac{h^2}{R^2}.$$

Relative to $\alpha E\Delta T/2$, this is $\tfrac13(1+\nu)(h/R)^2$.

For $\nu=0.25$ the formula predicts 1.67 % at $h/R=0.2$ and 0.42 % at $h/R=0.1$. A three-dimensional energy minimization, with no assumption about $\sigma_z$, gives 1.53 % and 0.40 %. Halving the thickness reduces the computed deviation by a factor 3.82, close to the four expected from a square law. At the midplane the computed deviations are $-0.36$ % and $-0.10$ %, also relative to $\alpha E\Delta T/2$.

In the example $(h/R)^2=2.5\times10^{-5}$, so the correction at the face is about one part in $10^5$. Finite thickness is not what limits the result for such a disc.

## Testing flatness: the buckling threshold

A thin disc can relieve its central compression by bending. The flat solution then still balances all forces, but it is no longer stable. Consider first a small axisymmetric deflection $w(r)$.

At height $z$, bending produces strains $-zw''$ and $-zw'/r$. Inserting them into the plane-stress energy density and using $\int z^2dz=h^3/12$ gives a bending energy with plate stiffness

$$D=\frac{Eh^3}{12(1-\nu^2)}.$$

The slope also lengthens a radial line element by the strain $w'^2/2$, on which the existing stress $\sigma_r$ does work. In-plane displacements of second order may accompany the deflection, but the existing stress does no net work on them, since it is in equilibrium with a free rim. To second order in $w$, the energy change is

$$U=\pi D\int_0^R\left[w''^2+\frac{w'^2}{r^2}+\frac{2\nu w'w''}r\right]r\,dr+\pi h\int_0^R\sigma_rw'^2\,r\,dr.$$

Let $\phi=dw/d\rho$, so that $w'=\phi/R$, and from here on let a prime on $\phi$ mean $d/d\rho$. With $\sigma_r=-(\alpha E\Delta T/4)(1-\rho^2)$,

$$U=\frac{\pi D}{R^2}\left\{\int_0^1\left[\rho\phi'^2+\frac{\phi^2}\rho-\lambda(1-\rho^2)\rho\phi^2\right]d\rho+\nu\phi(1)^2\right\}.$$

The last term is the integral of $2\nu\phi\phi'$, with $\phi(0)=0$. The load parameter is

$$\lambda=\frac{\alpha E\Delta T}4\,\frac{hR^2}D=3(1-\nu^2)\,\alpha\Delta T\,\frac{R^2}{h^2}.$$

At the threshold a deflection exists for which $U$ is stationary. Varying $\phi$ and integrating $\rho\phi'\delta\phi'$ by parts gives

$$\phi''+\frac{\phi'}\rho-\frac\phi{\rho^2}+\lambda(1-\rho^2)\phi=0,\qquad \phi'(1)+\nu\phi(1)=0,$$

with $\phi$ regular at the centre. The rim condition says that no bending moment acts there.

Insert $\phi=\sum_{k\ge0}a_k\rho^{2k+1}$. The first three terms of the equation turn $\rho^p$ into $(p^2-1)\rho^{p-2}$. Collecting the power $\rho^{2k-1}$ gives, for $k\ge1$ and with $a_{-1}=0$,

$$\left[(2k+1)^2-1\right]a_k=-\lambda(a_{k-1}-a_{k-2}),\qquad \sum_{k\ge0}(2k+1+\nu)a_k=0.$$

For $\nu=0.25$ the lowest root is $\lambda_c=9.599$. A simple trial slope checks its size. With $\phi=\rho$ the bracket in $U$ is $1+\nu-\lambda/12$, which is negative for $\lambda>12(1+\nu)=15$. The disc must therefore buckle at or below 15, and the root respects this bound.

### Deflections that vary around the disc

For $w=f(\rho)\cos n\theta$ the hoop stress also does work, on the strain $(\partial w/\partial\theta)^2/(2r^2)$. With primes on $f$ meaning $d/d\rho$, the scaled curvatures are

$$\kappa_r=f'',\qquad \kappa_\theta=\frac{f'}\rho-\frac{n^2f}{\rho^2},\qquad \kappa_{r\theta}=n\left(\frac{f'}\rho-\frac f{\rho^2}\right).$$

Setting the energy change to zero gives the load for a trial shape,

$$\lambda=\frac{\int_0^1\left[\kappa_r^2+\kappa_\theta^2+2\nu\kappa_r\kappa_\theta+2(1-\nu)\kappa_{r\theta}^2\right]\rho\,d\rho}{\int_0^1\left[(1-\rho^2)f'^2-(3\rho^2-1)n^2f^2/\rho^2\right]\rho\,d\rho},$$

to be minimized over shapes with a positive denominator. The second term below the line shows the role of the rim: where $\sigma_\theta$ is tensile, it resists waves running around the disc.

Minimization over seven-term polynomials gives 9.599 for $n=0$, in agreement with the series, then 31.1 for $n=1$ and 76.3 for $n=2$, rising further up to $n=6$. A limited set of shapes gives upper bounds, which are less tight for the largest $n$, so the ordering is numerical evidence rather than a proof. It points to a bowl-shaped first mode.

### What the threshold means for the edge stress

Solving the definition of $\lambda$ for the temperature drop gives

$$\Delta T_c=\frac{\lambda_ch^2}{3(1-\nu^2)\alpha R^2}=\frac{9.599\times2.5\times10^{-5}}{3\times0.9375\times4\times10^{-6}}\ \mathrm K=21.3\ \mathrm K.$$

The chosen drop of 10 K is a little under half of this, so the flat solution is stable against the modes examined. The rim tension at the threshold is

$$\frac{\alpha E\Delta T_c}2=\frac{\lambda_cE}{6(1-\nu^2)}\,\frac{h^2}{R^2}=6.40\ \mathrm{MPa}.$$

The expansion coefficient has cancelled: a disc that expands less tolerates a larger temperature drop, but buckles at the same stress. At fixed thickness, doubling the radius divides both $\Delta T_c$ and this stress by four. For a wide, thin disc, loss of flatness is thus a far tighter limit than the thickness correction. This compares only these two limits within the model. For a real wafer, the effects left out at the start can matter well below $\Delta T_c$. With the density of silicon and support at the rim, the weight of the example disc alone gives a sag of about 0.1 mm and a bending stress of about 0.8 MPa at the centre of the faces. A hot crystal can also yield by slip before it buckles.

Above $\Delta T_c$ the boxed formula describes an unstable state and should not be used for the edge stress. A disc that starts slightly bowl-shaped bends further at any $\Delta T>0$, so for it the threshold is not a sharp boundary: bending stresses of opposite sign on the two faces add to the boxed value already below $\Delta T_c$.

If the rim is hotter than the centre, $\Delta T<0$, and the flat-state formulas hold with all stresses reversed: the rim is compressed and the centre stretched. The value of $\lambda_c$ found here does not carry over, because the compression now sits at the rim and a different buckling problem must be solved.

The numerical output below lists the stresses, thickness deviations and buckling loads.

## Computed values

```
Young modulus: 150 GPa
Expansion coefficient: 4.0e-06 1/K
Poisson ratio: 0.25 (dimensionless)
Disc radius: 150 mm
Disc thickness: 0.75 mm
Centre-to-rim temperature drop: 10.0 K
Area-mean minus rim temperature: 5.00 K
Stress scale alpha*E*dT: 6.00 MPa
r/R = 0.00: radial -1.500 MPa, hoop -1.500 MPa
r/R = 0.25: radial -1.406 MPa, hoop -1.219 MPa
r/R = 0.50: radial -1.125 MPa, hoop -0.375 MPa
r/R = 0.75: radial -0.656 MPa, hoop 1.031 MPa
r/R = 1.00: radial 0.000 MPa, hoop 3.000 MPa
Radius of zero hoop stress: 86.6 mm
3D rim hoop deviation, h/R = 0.2: face 1.526 %, midplane -0.363 %
3D rim hoop deviation, h/R = 0.1: face 0.399 %, midplane -0.102 %
Face deviation ratio on halving h: 3.82 (dimensionless)
Example (h/R)^2: 2.50e-05 (dimensionless)
Critical buckling load lambda_c: 9.5988 (dimensionless)
Buckling load, angular order 0: 9.599 (dimensionless)
Buckling load, angular order 1: 31.071 (dimensionless)
Buckling load, angular order 2: 76.329 (dimensionless)
Buckling load, angular order 3: 153.888 (dimensionless)
Buckling load, angular order 4: 258.113 (dimensionless)
Buckling load, angular order 5: 392.773 (dimensionless)
Buckling load, angular order 6: 574.869 (dimensionless)
Critical temperature drop: 21.33 K
Rim hoop stress at buckling: 6.40 MPa
```
